# Pattern density and the removal rate of raised features in polishing, part 1

(Sections cited here and not found follow in the second part.)

## Force balance, Preston's law and the pressure on a raised feature

Let a film on a wafer carry raised features that stand a height $h$ above a recessed floor. The fraction of the wafer area occupied by the raised tops, taken over some region, is the pattern density $\rho$ of that region, with $0<\rho\le 1$. The features have vertical walls, so $\rho$ does not change while the tops are polished down. The raised tops are called the up area and the floor the down area. Heights $H$ are measured from the original floor and are positive toward the polishing pad, so that initially $H=h$ on the tops and $H=0$ on the floor. The contact pressure $p$ is positive in compression and is zero where the pad does not touch.

The pad slides over the wafer at a speed $v$, taken to be the same everywhere. The local removal rate follows Preston's law,

$$
R=-\frac{\partial H}{\partial t}=k_P\,p\,v ,
$$

where $k_P$ is the Preston coefficient. The nominal pressure $P_0$ is the total load divided by the total wafer area. A film without pattern carries $P_0$ everywhere and is removed at the blanket rate

$$
K=k_PP_0v .
$$

Dividing the first equation by the second removes $k_P$ and $v$:

$$
R=K\,\frac{p}{P_0}. \tag{1}
$$

The removal rate is thus a measure of the pressure in units of the nominal pressure, and the question of how fast a pattern polishes becomes a question of how it shares the load.

Take a region of area $A$ and suppose two things about it. First, the pad touches the tops and not the floor. Second, the load on the region is $P_0A$, so that the region carries its proportional share of the total. The load is the integral of the pressure, and the floor contributes nothing to it. With $\bar p_{\rm up}$ denoting the pressure averaged over the tops, whose area is $\rho A$,

$$
P_0A=\int_A p\,dA=\bar p_{\rm up}\,\rho A ,
\qquad\text{hence}\qquad
\bar p_{\rm up}=\frac{P_0}{\rho}.
$$

Equation (1) is linear in the pressure, so it may be averaged over the tops term by term. The mean up-area rate is

$$
\bar R_{\rm up}=\frac{K}{\rho}. \tag{2}
$$

This is the density law. For $\rho=1$ it returns the blanket rate, as it must. The volume removed per unit of total area and time is $\rho\bar R_{\rm up}=K$, whatever the density. A sparse pattern loses height faster because the same volume is taken from a smaller area; it does not lose more material.

The linearity of Preston's law matters here. If the rate were proportional to $p^m$ and the pressure were uniform over the tops, the ratio of up-area to blanket rate would be $(P_0/\rho)^m/P_0^m=\rho^{-m}$, and for $m\neq1$ the volume rate would depend on density. Vertical walls matter as well. For sloping walls the force balance holds with the contact fraction $\rho(H)$ at the present height, so that $dH/dt=-K/\rho(H)$, and the time to lower the top from $h$ to $H$ is $K^{-1}\int_H^h\rho(H')\,dH'$.

Two questions remain open. Equation (2) gives an average over the tops, while one would like to know the rate at each point of a top. It also rests on the assumption that each region carries the mean load $P_0$, and this cannot hold for every choice of region. Consider a perfectly rigid flat pad that is held level, so that it cannot tilt, and rests on all the tops of a chip with a dense half and a sparse half. To stay in contact with both halves, all tops must recede at the same rate. By equation (1) they then have the same pressure, and the force balance for the whole chip gives this pressure as $P_0/\bar\rho$, with $\bar\rho$ the mean density of the chip. The rate is $K/\bar\rho$ in both halves, and the local density has dropped out. A density law with a local density therefore needs a pad that yields over long distances, while the assumption of an untouched floor needs a pad that hardly yields over short ones. Whether both can be had at once is decided by the elastic response of the pad.

The pad is modelled as a linear elastic half-space with Young's modulus $E$ and Poisson ratio $\nu$. The features are parallel lines, long in the direction perpendicular to the plane of the calculation, so that the pad is in plane strain. Let $x$ run along the wafer across the lines and $y\ge0$ into the pad. Friction tractions, delayed elasticity, the roughness of the pad, its finite thickness and the flow of slurry are left out. What is needed is the displacement $u(x)$ of the pad surface in the direction of $+y$, away from the wafer, under a pressure $p_k\cos kx$ with $k>0$.

The stresses are derived from an Airy function $\phi(x,y)$ by

$$
\sigma_{xx}=\frac{\partial^2\phi}{\partial y^2},\qquad
\sigma_{yy}=\frac{\partial^2\phi}{\partial x^2},\qquad
\sigma_{xy}=-\frac{\partial^2\phi}{\partial x\,\partial y},
$$

which satisfies the equilibrium equations identically. Compatibility of the strains requires $\nabla^4\phi=0$. With $\phi=f(y)\cos kx$ this becomes $(d^2/dy^2-k^2)^2f=0$. The solutions that decay into the pad are $f=(a+by)e^{-ky}$. On the surface the normal stress is minus the pressure, because tension is counted positive, and the shear stress vanishes. The first condition is $-k^2f(0)=-p_k$, which gives $a=p_k/k^2$. The shear stress is $\sigma_{xy}=kf'(y)\sin kx$, and $f'(0)=b-ka=0$ gives $b=ka$. Therefore

$$
f=\frac{p_k}{k^2}(1+ky)e^{-ky},\qquad
f'=-p_k\,y\,e^{-ky},\qquad
f''=-p_k(1-ky)e^{-ky},
$$

and the normal stresses are

$$
\sigma_{yy}=-p_k(1+ky)e^{-ky}\cos kx,\qquad
\sigma_{xx}=-p_k(1-ky)e^{-ky}\cos kx .
$$

In plane strain the strain along the lines is zero, so the stress in that direction is $\nu(\sigma_{xx}+\sigma_{yy})$. Inserting this into Hooke's law for the strain normal to the surface gives

$$
\varepsilon_{yy}=\frac{1}{E}\left[(1-\nu^2)\sigma_{yy}-\nu(1+\nu)\sigma_{xx}\right]
=\frac{1}{E^*}\left[\sigma_{yy}-\frac{\nu}{1-\nu}\sigma_{xx}\right],
\qquad E^*=\frac{E}{1-\nu^2}.
$$

The periodic part of the displacement vanishes deep in the pad, so its surface value is $u=-\int_0^\infty\varepsilon_{yy}\,dy$. Since $\int_0^\infty e^{-ky}dy=\int_0^\infty ky\,e^{-ky}dy=1/k$, the integral of $(1+ky)e^{-ky}$ is $2/k$ and that of $(1-ky)e^{-ky}$ is zero. The term with $\nu/(1-\nu)$ drops out and

$$
u(x)=\frac{2p_k}{E^*k}\cos kx . \tag{3}
$$

The pad is soft for long waves and stiff for short ones, in proportion to wavelength. This is the property that the density law needs.

For a pattern of period $L$ the wave numbers are $k_n=2\pi n/L$ with $n=1,2,\dots$, and the factor in equation (3) is $2/(E^*k_n)=L/(\pi E^*n)$. It is useful to define the length

$$
s(L)=\frac{P_0L}{\pi E^*}, \tag{4}
$$

which is the amplitude of the displacement produced by a pressure wave of period $L$ and amplitude $P_0$. The factor for the wave $n$ is then $s(L)/(P_0n)$. Let $C$ denote the linear operator that multiplies every wave by its factor. The mean pressure moves the pad as a whole; this motion is absorbed in an approach $\delta(t)$, fixed by the total load. The height of the pad surface is then $Cp-\delta$, and the contact conditions are

$$
Cp-\delta=H\ \text{ where } p>0,\qquad
Cp-\delta\ge H\ \text{ where } p=0 . \tag{5}
$$

Now take lines of pitch $\lambda$ and density $\rho$, with every top in full contact, the floor untouched and the mean pressure equal to $P_0$. Write the pressure on the tops as $p=P_0/\rho+q$. The force balance makes the integral of $q$ over a top zero. Off the tops, $q$ is zero. Differentiate the first of conditions (5) with respect to time. The part $P_0/\rho$ is constant in time, and $\partial H/\partial t=-(K/P_0)p$ from equation (1), so on the tops

$$
C\frac{\partial q}{\partial t}=-\frac{K}{P_0}\,q+g(t),\qquad g(t)=\frac{d\delta}{dt}-\frac{K}{\rho}. \tag{6}
$$

The function $g$ does not depend on $x$. Multiply by $q$ and integrate over one period. The term with $g$ vanishes because $q$ has zero integral. The operator $C$ is symmetric, since it multiplies orthogonal waves by real factors, so the left side is half the time derivative of $W=\int q\,Cq\,dx$:

$$
\frac{dW}{dt}=-\frac{2K}{P_0}\int q^2dx .
$$

The deviation $q$ has zero mean over the period, so it contains waves with $n\ge1$, for which the factors of $C$ are positive and at most $s(\lambda)/P_0$. Hence $0\le W\le[s(\lambda)/P_0]\int q^2dx$, or $\int q^2dx\ge P_0W/s(\lambda)$. Inserting this lower bound gives

$$
\frac{dW}{dt}\le-\frac{2K}{s(\lambda)}\,W,
\qquad\text{hence}\qquad
W(t)\le W(0)\,e^{-2Kt/s(\lambda)} . \tag{7}
$$

Because $W$ is quadratic in $q$, the deviation measured by $\sqrt W$ decays at least as fast as $e^{-Kt/s(\lambda)}$.

The measure $W$ gives little weight to short waves, so the mean square of $q$ deserves a separate look. Multiply equation (6) by $\partial q/\partial t$, which also has zero integral over a top, and integrate:

$$
\int\frac{\partial q}{\partial t}\,C\frac{\partial q}{\partial t}\,dx
=-\frac{K}{2P_0}\frac{d}{dt}\int q^2dx .
$$

The left side is not negative, so $\int q^2dx$ cannot grow. (On fresh flat tops with sharp edges this integral is infinite at $t=0$, while $W(0)$ is finite; the argument applies for $t>0$.) Its value at time $t$, multiplied by $t/2$, is therefore at most its time integral from $t/2$ to $t$. The equation for $dW/dt$ turns that integral into $(P_0/2K)[W(t/2)-W(t)]$, and dropping the last term gives

$$
\int q^2dx\,\Big|_{t}\le\frac{P_0}{Kt}\,W(t/2).
$$

The right side decays exponentially by inequality (7). The pressure on the tops thus becomes uniform in the mean-square sense, and with it the removal rate.

The physical mechanism is simple. A spot with excess pressure is worn faster, recedes relative to its surroundings and sheds load to them. Since $K$ is the blanket rate, $Kt$ is the thickness that a blanket film would lose in the same time. Once $Kt$ is several times $s(\lambda)$, the tops recede at $K/\rho$ over their whole width, and equation (2) has become a statement about points as well as averages.

## Touchdown, long-range density and a worked case

The symbols carried over are these. A pattern of lines with pitch $\lambda$, density $\rho$ and step height $h$ is polished under the nominal pressure $P_0$, at which a blanket film is removed at the rate $K$. Heights $H$ are measured from the original floor, and $R=Kp/P_0$ is the local rate. The pad is an elastic half-space of plane strain modulus $E^*$. On a period $L$ it responds to the pressure wave $\cos(2\pi nx/L)$ with the displacement factor $s(L)/(P_0n)$, where $s(L)=P_0L/(\pi E^*)$. The pad surface lies at the height $u-\delta$, with $u$ the periodic displacement and $\delta$ a uniform approach. If the floor is untouched and the mean load is $P_0$, the mean up-area rate is $K/\rho$, and the pressure on each top becomes uniform, $P_0/\rho$, when $Kt\gg s(\lambda)$.

The floor remains untouched as long as the pad, sagging between the lines, does not reach it. To find the sag, put the centre of a top at $x=0$, so that the uniform pressure acts on $|x|<\rho\lambda/2$. Its cosine coefficients are

$$
p_n=\frac{2}{\lambda}\int_{-\rho\lambda/2}^{\rho\lambda/2}\frac{P_0}{\rho}\cos\frac{2\pi nx}{\lambda}\,dx
=2P_0S_n,\qquad S_n=\frac{\sin n\pi\rho}{n\pi\rho}.
$$

Multiplication by the displacement factor gives

$$
u(x)=2s(\lambda)\sum_{n=1}^{\infty}\frac{S_n}{n}\cos\frac{2\pi nx}{\lambda}. \tag{8}
$$

The lowest point of this surface is the centre of the trench. To see this, differentiate equation (8) and insert $S_n$:

$$
\frac{du}{dx}=-\frac{4s(\lambda)}{\rho\lambda}\sum_{n=1}^{\infty}\frac{\sin n\pi\rho\,\sin(2\pi nx/\lambda)}{n}.
$$

The product of sines is half the difference of two cosines, and $\sum_n\cos(n\theta)/n=-\ln|2\sin(\theta/2)|$, which is the real part of the series for $-\ln(1-e^{i\theta})$. With $\alpha=\pi x/\lambda$ and $\beta=\pi\rho/2$ the result is

$$
\frac{du}{dx}=-\frac{2s(\lambda)}{\rho\lambda}\,\ln\left|\frac{\sin(\alpha+\beta)}{\sin(\alpha-\beta)}\right| .
$$

For $0<x<\lambda/2$ and $\rho<1$, the identity $\sin^2(\alpha+\beta)-\sin^2(\alpha-\beta)=\sin2\alpha\,\sin2\beta>0$ shows that the logarithm is positive. The pad surface falls steadily from the centre of the top to the centre of the trench. A top under uniform pressure is therefore slightly domed, and the dome keeps its shape while it recedes.

The average of $\cos(2\pi nx/\lambda)$ over the top is $S_n$, by the same integral as above, and its value at the trench centre $x=\lambda/2$ is $(-1)^n$. The mean height of the top above the lowest point of the pad is therefore

$$
d=2s(\lambda)\sum_{n=1}^{\infty}\frac{S_n\left[S_n-(-1)^n\right]}{n}. \tag{9}
$$

The pad touches the floor when the mean remaining step has fallen to $d$. Until then the mean height of the tops is $h-Kt/\rho$, so touchdown occurs at

$$
t_d=\frac{\rho(h-d)}{K}. \tag{10}
$$

This presumes that the pressure has become uniform by then. For $d\to0$ it becomes the ideal clearing time $\rho h/K$. For $\rho\to1$ every $S_n$ tends to zero, and so does $d$. For $\rho\to0$ at fixed pitch, $S_n$ is close to 1 for all $n$ well below $1/\rho$, and the part $\sum S_n^2/n$ grows like $\ln(1/\rho)$. In the formula the sag then grows without bound, though slowly. The pressure $P_0/\rho$ on the tops grows much faster, and the linear elastic model requires it to stay well below $E^*$. The divergence of $K/\rho$ at small density thus lies outside the range of the law, either because the floor is touched or because the pad no longer responds linearly.

For a region that carries the mean load $P_0$, the tops come to recede uniformly at $K/\rho$, and equations (9) and (10) say when the sagging pad reaches the floor. What remains is to follow the polishing after touchdown, to find how long a region keeps its share of the load when the density varies across the wafer, and to test the results on a worked case.
